# Missing transitions above a cutoff and the offset in Re ε

In a band-structure calculation for silicon, deleting every optical transition above 10 eV removes 14 % of the oscillator strength of the valence electrons. The static dielectric constant drops from 11.451 to 11.258, a loss of 0.193, or 1.7 %. At a photon energy of 3 eV the loss is 0.205, almost the same. Two things need explaining: why the loss is so small, and why it changes so little between zero and 3 eV. The question arises whenever a Bethe-Salpeter calculation keeps a limited set of electron-hole pairs.

## 1. The offset as a sum over omitted transitions

Photon energies $\omega$ and transition energies $E$ are both in eV. We begin with independent electrons, all responding to the macroscopic field, so local fields are left out. Mixing between transitions enters in section 6.

Take an electron in state $v$ in a field $\mathcal E\cos(\omega t/\hbar)$ along $x$. Its charge is $-e$, so the perturbation is $+e\mathcal E x\cos(\omega t/\hbar)$. To first order, the amplitude of state $n$, at energy $E$ above $v$, is

$$c_n=-\frac{e\mathcal E x_{nv}}{2}\left[\frac{e^{i(E+\omega)t/\hbar}}{E+\omega}+\frac{e^{i(E-\omega)t/\hbar}}{E-\omega}\right].$$

The induced dipole is $-e\langle x\rangle=-2e\,\mathrm{Re}\sum_n x_{vn}c_ne^{-iEt/\hbar}$. The two fractions add to $2E/(E^2-\omega^2)$, which gives

$$-e\langle x\rangle=e^2\mathcal E\cos(\omega t/\hbar)\sum_n\frac{2E|x_{nv}|^2}{E^2-\omega^2}.$$

For a local potential $[x,H]=i\hbar p/m$, hence $|x_{nv}|^2=\hbar^2|p_{nv}|^2/(m^2E^2)$. Define the oscillator strength

$$f_{nv}=\frac{2mE|x_{nv}|^2}{\hbar^2}=\frac{2|p_{nv}|^2}{mE}.$$

Multiplying the dipole by the electron density $n_e$ and dividing by $\epsilon_0\mathcal E$ gives

$$\epsilon(\omega)=1+\omega_p^2\sum_j\frac{f_j}{E_j^2-\omega^2},\qquad \omega_p^2=\frac{\hbar^2n_ee^2}{\epsilon_0m}.$$

Here $j$ runs over transitions from filled to empty bands at all wavevectors. Terms between two filled states cancel in the sum over electrons, because $E$ changes sign when the two states are exchanged. The $f_j$ are positive, averaged over the three directions, and counted per valence electron.

Omit all transitions with $E_j\ge E_c$. For $\omega<E_c$, the real part is then too small by

$$\Delta(\omega)=\omega_p^2\sum_{E_j\ge E_c}\frac{f_j}{E_j^2-\omega^2}.$$

Every term is positive and no denominator vanishes. The Kramers-Kronig form follows because a sharp line contributes $(\pi\omega_p^2f_j/2E_j)\,\delta(E-E_j)$ to $\epsilon_2=\mathrm{Im}\,\epsilon$:

$$\Delta(\omega)=\frac2\pi\int_{E_c}^{\infty}\frac{E\,\epsilon_2(E)}{E^2-\omega^2}\,dE.$$

## 2. Low photon energy: constant and first correction

For $\omega<E_c$, each term can be expanded as

$$\frac1{E_j^2-\omega^2}=\frac1{E_j^2}+\frac{\omega^2}{E_j^4}+\frac{\omega^4}{E_j^4(E_j^2-\omega^2)}.$$

Let $f_{\rm miss}$ be the total omitted strength, and define a mean energy $\bar E$ by $f_{\rm miss}/\bar E^2=\sum f_j/E_j^2$, with sums over omitted transitions. Then

$$\Delta(\omega)=\Delta_0\left[1+c_1\omega^2+R\right],\quad \Delta_0=\frac{\omega_p^2f_{\rm miss}}{\bar E^2},\quad c_1=\frac{\sum f_j/E_j^4}{\sum f_j/E_j^2}.$$

Since $E_j\ge E_c$, the remainder obeys

$$0\le R\le c_1\omega^2\,\frac{\omega^2}{E_c^2-\omega^2}.$$

The coefficient is also confined. Replacing one factor $1/E_j^2$ by its largest value gives $c_1\le1/E_c^2$. The mean of a square is at least the square of the mean, which gives $c_1\ge1/\bar E^2$.

This explains the flatness: the omitted oscillators are driven far below resonance and respond almost statically. The condition is $\omega^2\ll E_c^2$. The size of the constant depends on the missing strength and on $\bar E$; strength alone gives the bound $\Delta_0\le\omega_p^2f_{\rm miss}/E_c^2$.

The growth can be bounded without a series. With $y_j=1/E_j^2$, each term is $f_jy_j/(1-\omega^2y_j)$. This function of $y_j$ is convex, so its average is at least its value at the mean $y=1/\bar E^2$. Using $y_j\le1/E_c^2$ in the denominator gives the other side:

$$\frac{\Delta_0}{1-\omega^2/\bar E^2}\le\Delta(\omega)\le\frac{\Delta_0}{1-\omega^2/E_c^2}.$$

## 3. Finding the missing strength from what was kept

The omitted strength follows from a sum rule. Shift the wavevector by $q$ along $x$. The Hamiltonian for the periodic part of the Bloch functions gains $\hbar qp_x/m+\hbar^2q^2/2m$. In second order, the sum of the four valence energies changes at order $q^2$ by

$$q^2\left[4\,\frac{\hbar^2}{2m}-\frac{\hbar^2}{m^2}\sum_{v,c}\frac{|p_{cv}|^2}{E_c-E_v}\right],$$

where in this expression $E_c$ is a conduction-band energy. Pairs of filled bands have dropped out, because their energy denominators are opposite. The bracket is half the second derivative of the summed valence energy, so multiplying by $2m/\hbar^2$ gives

$$\sum_{v,c}f_{cv}=4-\frac{m}{\hbar^2}\frac{\partial^2}{\partial k_x^2}\sum_vE_v(\mathbf k).$$

In an insulator the summed valence energy is smooth and periodic in $\mathbf k$, and its second derivative averages to zero over the Brillouin zone. Two spins and eight electrons per cell give a factor $2/8$, so $\sum_jf_j=1$ and

$$f_{\rm miss}=1-f_{\rm kept}.$$

A lower bound on the offset needs one more moment. For a local potential,

$$\sum_n|p_{nv}|^2(E_n-E_v)=\tfrac12\langle v|[p,[H,p]]|v\rangle=\tfrac{\hbar^2}{2}\langle v|\partial_x^2V|v\rangle,$$

because $[H,p]=i\hbar\,\partial_xV$ and $[p,i\hbar\,\partial_xV]=\hbar^2\partial_x^2V$. Since $fE^2=2|p|^2E/m$, averaging over directions gives, per valence electron,

$$S=\sum_jf_jE_j^2=\frac{\hbar^2}{3m}\langle\nabla^2V\rangle.$$

Filled-to-filled pairs again cancel, now because $E_n-E_v$ changes sign. The right side needs the valence ground state alone, so $S_{\rm miss}=S-S_{\rm kept}$ is available without computing an omitted transition. The function $1/(x-\omega^2)$ is convex for $x>\omega^2$. Applying this to $x=E_j^2$ gives a lower bound, and $E_j\ge E_c$ gives an upper one:

$$\frac{\omega_p^2f_{\rm miss}}{S_{\rm miss}/f_{\rm miss}-\omega^2}\le\Delta(\omega)\le\frac{\omega_p^2f_{\rm miss}}{E_c^2-\omega^2}.$$

## 4. Silicon

The bands come from the local empirical pseudopotential method with $a=5.43$ Å. The form factors are $-0.21$, 0.04 and 0.08 Ry at $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$. These are established fitted inputs. The reference keeps all transitions in a basis of 137 plane waves, and spectra use $\omega\to\omega+i\eta$ with $\eta=0.1$ eV.

The cubic cell holds 32 valence electrons, so $\omega_p=16.60$ eV and $\omega_p^2=275.6$ eV². The strengths sum to 0.9989; the deficit of 0.0011 comes almost entirely from the finite basis and is 0.8 % of the missing strength at a 10 eV cutoff. The second moment is 80.07 eV² from the transitions and the same from $\langle\nabla^2V\rangle$. This agreement checks the sum rule within one basis; a larger basis gives about 80.8 eV².

At $E_c=10$ eV, $f_{\rm miss}=0.1397$. The upper bound is

$$\frac{275.6\times0.1397}{10^2}=0.385,$$

and the lower bound is 0.100. Subtracting the two computed spectra gives $\Delta_0=0.193$, which corresponds to $\bar E=14.1$ eV:

$$\frac{275.6\times0.1397}{14.12^2}=0.193.$$

The loss is small because static polarizability weights strength by $1/E^2$. Transitions near the absorption maximum at 4.25 eV count about $(14.1/4.25)^2\approx11$ times more per unit strength than the omitted ones.

| $E_c$ (eV) | $f_{\rm miss}$ | lower | $\Delta_0$ | upper |
|---|---|---|---|---|
| 8 | 0.211 | 0.207 | 0.444 | 0.908 |
| 10 | 0.140 | 0.100 | 0.193 | 0.385 |
| 15 | 0.063 | 0.026 | 0.044 | 0.077 |
| 20 | 0.029 | 0.007 | 0.011 | 0.020 |

The upper bound is between 2.8 and 4.4 times the lower one, so the bracket fixes the scale of the offset but not its exact value. The last digits are not converged. Finer wavevector grids lower the 10 eV offset by 0.001 to 0.002, and they raise the offset and the upper bound at 8 eV by up to 0.012. A basis of 259 plane waves lowers the two static dielectric constants by about 0.005. It also nearly removes the deficit in the sum rule, so the missing strengths fall by up to 0.001, the lower bounds fall by up to 0.004, and the ratio of the bounds runs from 2.9 to 4.5. The static constants are evaluated with the damping $\eta$, which lowers both by about 0.005 and leaves their difference almost unchanged.

A power-law tail, $\epsilon_2\propto E^{-s}$ with $s>2$, shows what sets $\bar E$. Up to a common factor,

$$\int_{E_c}^\infty E^{-s-1}dE=\frac{E_c^{-s}}s,\qquad\int_{E_c}^\infty E^{1-s}dE=\frac{E_c^{2-s}}{s-2}.$$

The first integral is proportional to $\Delta_0$ and the second to $f_{\rm miss}$, so their ratio is

$$\frac1{\bar E^2}=\frac{s-2}{s}\,\frac1{E_c^2}.$$

For silicon at 10 eV, $E_c^2/\bar E^2=0.502$, as for a tail with $s\approx4$. Such a tail would reduce the offset by $2^4=16$ when the cutoff doubles. The computed reduction from 10 to 20 eV is $0.1930/0.0107\approx18$. The exponent is only an effective one: the model's absorption falls roughly as $E^{-3}$ between 10 and 15 eV and as $E^{-5}$ between 15 and 25 eV.

For the first correction, the offset at 2 eV is 1.027 times the static value. The remainder $R$ is at most $0.027\times4/96\approx0.0011$. It also has a lower bound: $R\ge\omega^4\sum f_jE_j^{-6}/\sum f_jE_j^{-2}$, which is the mean of $\omega^4/E_j^4$ with weights $f_j/E_j^2$. With these weights the mean of $1/E_j^2$ is $c_1$, so $R\ge(c_1\omega^2)^2\approx0.0007$. Removing about 0.001 leaves $c_1\approx0.026/4=0.0065$ eV⁻². This lies between $1/\bar E^2=0.0050$ and $1/E_c^2=0.0100$ eV⁻². The two-term formula can then be compared with the other energies:

| $\omega$ (eV) | $1+c_1\omega^2$ | computed $\Delta/\Delta_0$ |
|---|---|---|
| 3 | 1.059 | 1.062 |
| 4 | 1.104 | 1.117 |
| 6 | 1.234 | 1.319 |
| 8 | 1.416 | 1.822 |

Adding the constant 0.193 to the truncated spectrum leaves an error of 0.012 at 3 eV. Including the $\omega^2$ term reduces it to about 0.001. At 8 eV the two-term formula gives 0.273 where the computed offset is 0.352, so higher terms are needed.

At 1550 nm, or 0.800 eV, the offset is 0.194. This photon energy is below the model's lowest direct transition, 3.13 eV on the grid, so $n\approx\sqrt{\mathrm{Re}\,\epsilon}$. Let $n'$ be the truncated index. From $n^2-n'^2=\Delta$,

$$n-n'=\frac{\Delta}{n+n'}=\frac{0.194}{3.437+3.408}=0.028,$$

an error of 0.8 % in the index.

## 5. Two limits where the offset is not constant

**Approaching the cutoff.** Suppose $\epsilon_2$ is smooth above $E_c$ and nonzero there. Write the integrand of $\Delta$ as $h(E)/[\pi(E-\omega)]$, with $h(E)=2E\epsilon_2(E)/(E+\omega)$. Over a fixed interval of width $b$ above the cutoff, split $h(E)=h(E_c)+[h(E)-h(E_c)]$. The second part vanishes linearly at $E_c$ and gives a finite integral. The first gives

$$\frac{h(E_c)}\pi\ln\frac{E_c+b-\omega}{E_c-\omega}\;\longrightarrow\;\frac{\epsilon_2(E_c)}\pi\ln\frac b{E_c-\omega},$$

since $h(E_c)\to\epsilon_2(E_c)$ as $\omega\to E_c$. The sharp edge created by truncation therefore produces a logarithmic error. Damping stops the growth once $E_c-\omega$ is comparable with $\eta$.

**Far above the omitted transitions.** In a finite basis the spectrum has a top. For $\omega$ beyond it, the missing sum expands the other way:

$$\omega_p^2\sum_{E_j\ge E_c}\frac{f_j}{E_j^2-\omega^2}=-\omega_p^2\left[\frac{f_{\rm miss}}{\omega^2}+\frac{S_{\rm miss}}{\omega^4}+\dots\right].$$

The sign has reversed, because oscillators driven above resonance respond out of phase. Here missing strength alone sets the leading error, and the second moment of section 3 is its first correction. In this limit $f_{\rm miss}$ must be summed over the omitted transitions of the basis itself, because $1-f_{\rm kept}$ also contains the basis deficit, which can be as large as the correction.

## 6. When omitted and kept transitions mix

A Bethe-Salpeter Hamiltonian couples transitions, so deleting some also changes the rest. A solvable model shows the effect. Let $d_i=\omega_p\sqrt{f_i}$, let $D$ be the diagonal matrix of $E_i^2$, and take an attractive rank-one coupling:

$$\epsilon-1=d^T\left(D-\beta dd^T-\omega^2\right)^{-1}d.$$

Call the vector to the right of $d^T$ $u$, and set $Y=d^Tu=\epsilon-1$. Then $(D-\omega^2)u=d\,(1+\beta Y)$. Multiplying by $d^T(D-\omega^2)^{-1}$ gives $Y=X(1+\beta Y)$, where $X$ is the uncoupled value of $\epsilon-1$. Hence $Y=X/(1-\beta X)$. Write $X=X_L+X_H$ for the kept and omitted parts. The loss on truncation is

$$\frac X{1-\beta X}-\frac{X_L}{1-\beta X_L}=\frac{X_H}{(1-\beta X_L)(1-\beta X)},$$

because the cross terms $\beta XX_L$ cancel in the numerator. The omitted part $X_H$ is nearly constant, but its multiplier follows the kept spectrum.

Take $\beta=\alpha/4\pi=0.0159$ with a round model strength $\alpha=0.20$; $\beta$ compares an attraction $-\alpha/q^2$ with the Coulomb interaction $4\pi/q^2$. At $\omega=0$, $X_L=10.258$ and $X=10.451$, so the loss is

$$\frac{0.193}{0.837\times0.834}=0.277.$$

Direct diagonalization of the complete and truncated matrices, with transitions grouped in energy bins, also gives 0.277. At 3 eV the loss in $\mathrm{Re}\,\epsilon$ is 0.489, and at 4 eV it is 0.108. The offset is no longer constant near the absorption peak. These two values depend on the damping: as $\eta$ goes from 0.05 to 0.2 eV, the first falls from 0.51 to 0.45. The second is 0.13 at $\eta=0.2$ eV, but it is not converged at smaller damping. At $\eta=0.1$ eV it ranges from 0.065 to 0.11 over wavevector grids, and at $\eta=0.05$ eV from 0.05 to 0.14 over grids and energy bins up to 0.1 eV wide. The 3 eV value moves by less than 0.01.

Adding the omitted transitions back as an uncoupled tail leaves errors of 0.084 at zero energy, 0.284 at 3 eV and $-0.108$ at 4 eV. At 4 eV this remainder is as large in magnitude as the original loss. On other wavevector grids it is larger, $-0.13$ to $-0.15$ against a loss of 0.07 to 0.09. In this model the uncoupled correction removes 70 % of the loss at zero energy and 62 % at 2 eV, but it is unreliable near the absorption peak. The line shape itself barely changes: truncation lowers the maximum of $\epsilon_2$ by 0.7 to 0.8 % and changes $\epsilon_2$ by about 1 % at most between 3 and 4.5 eV. The top of the peak is flat, so the position of the maximum is poorly defined and lies between 3.8 and 4.0 eV depending on grid and bins.

## 7. How far the numbers carry over to real silicon

Real silicon has a refractive index of roughly 3.5 at 1550 nm, close to the model's 3.44. This does not validate the reference, which omits local fields, electron-hole attraction, spin-orbit coupling, nonlocal potentials and phonons. Raising the omitted transitions by 1 eV at fixed strength lowers the static offset from 0.193 to 0.166, or by 14 %. Core electrons are absent too. If all ten per atom carried unit strength at a rough edge of 100 eV, they would add $275.6\times(10/4)/100^2=0.069$; later onsets would reduce this. For the chosen $\alpha$, mixing is the largest of the effects sized here: it raises the static loss by 43 %, or 0.084. The ranking depends on $\alpha$: at $\alpha=0.15$ mixing would add 0.058, less than the rough core estimate.

The bracket has a condition of its own. With a nonlocal potential, $[x,H]$ is no longer $i\hbar p/m$, and both moment formulas acquire extra terms. The difference $1-f_{\rm kept}$ then mixes missing strength with the failure of the sum rule, and this matters most at high cutoffs, where little strength is missing. The numerical output below lists the main values used here.

## Calculated quantities

```
lattice constant = 5.43 angstrom
form factors at G^2=3,8,11 = -0.21 0.04 0.08 Ry
plane waves = 137, irreducible k-points = 408
damping = 0.10 eV
valence plasma energy = 16.601 eV
plasma energy squared = 275.59 eV^2
lowest direct transition on grid = 3.127 eV
Im eps maximum = 41.6 at 4.25 eV
total strength per electron = 0.99888
second moment from transitions = 80.067 eV^2
second moment from ground state = 80.067 eV^2
cutoff eV | missing strength | lower | offset at 0 | upper
  8.0 | 0.2108 | 0.2066 | 0.4444 | 0.9079
 10.0 | 0.1397 | 0.1002 | 0.1930 | 0.3849
 15.0 | 0.0629 | 0.0259 | 0.0435 | 0.0771
 20.0 | 0.0292 | 0.0073 | 0.0107 | 0.0201
main cutoff = 10.0 eV
mean energy of omitted part = 14.121 eV
(cutoff/mean energy)^2 = 0.502
same ratio, tail E^-3.0 = 0.333
same ratio, tail E^-4.5 = 0.556
static eps, all transitions = 11.451
static eps, truncated = 11.258
offset at 2.0 eV = 0.1982, ratio to static = 1.027
offset at 3.0 eV = 0.2051, ratio to static = 1.062
offset at 4.0 eV = 0.2157, ratio to static = 1.117
offset at 6.0 eV = 0.2547, ratio to static = 1.319
offset at 8.0 eV = 0.3518, ratio to static = 1.822
photon energy at 1550 nm = 0.7999 eV
offset at 1550 nm = 0.1938
index, all = 3.4366, truncated = 3.4083
index error = 0.0283
offset change, coarser k-grid = 0.33 %
offset change, larger basis = 0.05 %
kernel alpha = 0.20, beta = 0.01592
mixing: eV | total loss in Re eps | left after uncoupled tail added
0.0 | 0.2767 | 0.0837
2.0 | 0.3176 | 0.1195
3.0 | 0.4889 | 0.2838
4.0 | 0.1081 | -0.1076
static offset, omitted part raised 1 eV = 0.1660
core edge (rough) = 100 eV
core contribution, upper bound = 0.069
```
